# Cogwheel Phase Cycling: Selection Rule, Shortest Cycles and Their Search: a numerical check

```python
"""Cogwheel phase cycling: selection condition and shortest cycles.

Result under test: pulse i has phase 2 pi nu_i m / N in scan m, and the receiver
follows a wanted pathway p0. A coherence pathway p survives the N-scan average
if and only if  sum_i w_i (p_i - p0_i) = 0 modulo N,  w_i = nu_(i+1) - nu_i,
where p_i is the coherence order in the free interval after pulse i.
If p_i runs over -P_i..P_i and every wanted order is +P_i or -P_i, the shortest
cycle has N = 1 + 2 sum P_i. If all wanted orders are 0 and P_i = 1, N = 2^k
for k intervals.
Deviation q_i = p_i - p0_i. A nested cycle has one independent counter per pulse.
Signals are in units of the full transverse magnetization.
"""
import itertools
import numpy as np
from scipy.linalg import expm


# ---------- integer searches ----------
def unwanted_deviations(ranges, target):
    q = np.array(list(itertools.product(*ranges))) - np.array(target)
    return q[np.any(q != 0, axis=1)]


def winding_candidates(N, k, reduced):
    if reduced:   # units of Z_N map the first difference onto a divisor of N
        first = [d for d in range(1, N) if N % d == 0]
    else:
        first = range(N)
    return np.array(list(itertools.product(first, *[range(N)] * (k - 1))))


def shortest_cogwheel(q, reduced=True):
    for N in itertools.count(2):
        w = winding_candidates(N, q.shape[1], reduced)
        valid = ~np.any((w @ q.T) % N == 0, axis=1)
        if valid.any():
            return N, w[valid]


def shortest_nested(q):
    change = np.diff(np.pad(q, ((0, 0), (1, 1))), axis=1)
    caps = np.abs(change).max(axis=0) + 1   # longer counters reject no more
    best, best_counters = None, None
    for counters in itertools.product(*[range(1, c + 1) for c in caps]):
        length = int(np.prod(counters))
        if best is not None and length >= best:
            continue
        if not np.any(np.all(change % np.array(counters) == 0, axis=1)):
            best, best_counters = length, counters
    return best, best_counters


def group_has_valid_cycle(moduli, q):
    elements = list(itertools.product(*[range(n) for n in moduli]))
    w = np.array(list(itertools.product(elements, repeat=q.shape[1])))
    image = np.einsum('mkg,qk->mqg', w, q) % np.array(moduli)
    return bool(np.any(~np.any(np.all(image == 0, axis=2), axis=1)))


print("Alternating +1,-1,... pathway, orders -1..1 in each interval")
for k in range(1, 6):
    target = [(-1) ** i for i in range(k)]
    q = unwanted_deviations([range(-1, 2)] * k, target)
    N, _ = shortest_cogwheel(q)
    nested, counters = shortest_nested(q)
    assert N == 1 + 2 * k
    assert N <= nested
    print(f"  intervals {k}: cogwheel {N} scans, nested {nested} scans,"
          f" counters {counters}")
    if k == 3:
        assert shortest_cogwheel(q, reduced=False)[0] == N
        assert not group_has_valid_cycle((3, 3), q)
        assert group_has_valid_cycle((9,), q)
    if k == 2:
        assert group_has_valid_cycle((3, 3), q)

for limits, target in [((1, 2, 1), (1, -2, 1)), ((2, 2), (2, 2)),
                       ((3, 1), (-3, 1))]:
    q = unwanted_deviations([range(-P, P + 1) for P in limits], target)
    N = shortest_cogwheel(q)[0]
    assert N == 1 + 2 * sum(limits)
    print(f"  largest orders {limits}, wanted {target}: cogwheel {N} scans")

print("Central pathway 0,0,..., orders -1..1 in each interval")
for k in range(1, 4):
    q = unwanted_deviations([range(-1, 2)] * k, [0] * k)
    N, nested = shortest_cogwheel(q)[0], shortest_nested(q)[0]
    assert N == 2 ** k and nested == 2 ** k
    print(f"  intervals {k}: cogwheel {N} scans, nested {nested} scans")

# ---------- two-spin density-matrix model ----------
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5]).astype(complex)
one = np.eye(2)
spin1 = [np.kron(s, one) for s in (sx, sy, sz)]
spin2 = [np.kron(one, s) for s in (sx, sy, sz)]
Fx, Fy, Fz = [a + b for a, b in zip(spin1, spin2)]
Fplus = Fx + 1j * Fy
m_total = np.diag(Fz).real
order = np.rint(m_total[:, None] - m_total[None, :]).astype(int)
full_signal = np.trace(Fplus @ Fx).real
wanted = np.array([1, -1, 2])
wanted_change = np.diff(np.concatenate(([0], wanted, [-1])))
all_paths = np.array(list(itertools.product(range(-2, 3), repeat=3)))


class Experiment:
    def __init__(self, offsets_hz, J_hz, delays_s, flips_deg, dwell_s=5e-4,
                 points=64):
        H = 2 * np.pi * (offsets_hz[0] * spin1[2] + offsets_hz[1] * spin2[2]
                         + J_hz * sum(a @ b for a, b in zip(spin1, spin2)))
        self.free = [expm(-1j * H * t) for t in delays_s]
        self.flips = np.deg2rad(flips_deg)
        step = expm(-1j * H * dwell_s)
        detector, stack = Fplus.copy(), []
        for _ in range(points):
            stack.append(detector)
            detector = step.conj().T @ detector @ step
        self.detectors = np.array(stack)

    def scan(self, phases, path=None):
        """Free induction decay; with path, keep only its orders."""
        rho = Fz.copy()
        for i, (flip, phase) in enumerate(zip(self.flips, phases)):
            axis = np.cos(phase) * Fx + np.sin(phase) * Fy
            P = expm(-1j * flip * axis)
            rho = P @ rho @ P.conj().T
            if i < len(self.free):
                if path is not None:
                    rho = np.where(order == path[i], rho, 0)
                rho = self.free[i] @ rho @ self.free[i].conj().T
        return np.einsum('jab,ba->j', self.detectors, rho) / full_signal

    def amplitudes(self):
        return np.array([self.scan(np.zeros(4), p) for p in all_paths])

    def average(self, phase_table):
        total = 0
        for phases in phase_table:
            receiver = -np.dot(wanted_change, phases)
            total = total + self.scan(phases) * np.exp(-1j * receiver)
        return total / len(phase_table)


def cogwheel_table(N, nu):
    return [2 * np.pi * m * np.array(nu) / N for m in range(N)]


def rms(signal):
    return float(np.sqrt(np.mean(np.abs(signal) ** 2)))


offsets, J = (300.0, -500.0), 50.0
delays, flips = (4.5e-3, 4.5e-3, 1.3e-3), (81.0, 162.0, 81.0, 81.0)
exp_model = Experiment(offsets, J, delays, flips)
amps = exp_model.amplitudes()
deviation = all_paths - wanted
is_wanted = np.all(deviation == 0, axis=1)
target_signal = amps[is_wanted][0]
single_scan = exp_model.scan(np.zeros(4))
assert np.allclose(amps.sum(axis=0), single_scan, atol=1e-11)

# selection condition on arbitrary cycles, valid or not
rng = np.random.default_rng(7)
largest_error = 0.0
random_cycles = 12
for _ in range(random_cycles):
    N = int(rng.integers(2, 14))
    nu = rng.integers(0, N, size=4)
    survives = (deviation @ np.diff(nu)) % N == 0
    predicted = amps[survives].sum(axis=0)
    measured = exp_model.average(cogwheel_table(N, nu))
    largest_error = max(largest_error, np.abs(measured - predicted).max())
assert largest_error < 1e-11

# shortest cycles for the assumed set of pathways
ranges = [range(-1, 2), range(-2, 3), range(-2, 3)]
q_box = unwanted_deviations(ranges, wanted)
N_cog, solutions = shortest_cogwheel(q_box)
w = solutions[0]
nu = np.concatenate(([0], np.cumsum(w))) % N_cog
nu_receiver = int(-np.dot(nu, wanted_change)) % N_cog
N_nest, counters = shortest_nested(q_box)
bound = 1 + int(np.abs(q_box).max(axis=0).sum())
assert bound <= N_cog < N_nest

cog_signal = exp_model.average(cogwheel_table(N_cog, nu))
shifted_signal = exp_model.average(cogwheel_table(N_cog, nu + 3))
nested_table = [2 * np.pi * np.array(m) / np.array(counters)
                for m in itertools.product(*[range(c) for c in counters])]
nested_signal = exp_model.average(nested_table)
for signal in (cog_signal, shifted_signal, nested_signal):
    assert np.allclose(signal, target_signal, atol=1e-11)
assert rms(target_signal) > 1e-3
assert rms(single_scan - target_signal) > 1e-3

# pathways that the spin dynamics allows, from generic random settings
live = np.zeros(len(all_paths), bool)
for _ in range(2):
    generic = Experiment(rng.uniform(-600, 600, 2), rng.uniform(30, 80),
                         rng.uniform(1e-3, 6e-3, 3), rng.uniform(50, 160, 4))
    live |= np.array([rms(a) > 1e-9 for a in generic.amplitudes()])
assert np.all(np.abs(all_paths[live][:, 0]) <= 1)
assert live[is_wanted][0]
q_live = deviation[live & ~is_wanted]
N_live, live_solutions = shortest_cogwheel(q_live, reduced=False)
assert N_live <= N_cog
w_live = live_solutions[0]
nu_live = np.concatenate(([0], np.cumsum(w_live))) % N_live
live_signal = exp_model.average(cogwheel_table(N_live, nu_live))
assert np.allclose(live_signal, target_signal, atol=1e-11)

# smallest leakage of any cogwheel cycle one scan shorter
shorter = winding_candidates(N_live - 1, 3, reduced=False)
passing = (shorter @ deviation.T) % (N_live - 1) == 0
leaks = passing.astype(float) @ amps - target_signal
least_leak = float(np.sqrt(np.mean(np.abs(leaks) ** 2, axis=1)).min())

print("Double-quantum example, wanted pathway 0,+1,-1,+2,-1")
print(f"  offsets {offsets[0]:.0f} and {offsets[1]:.0f} Hz, J {J:.0f} Hz")
print("  delays", ", ".join(f"{1e3 * t:.1f}" for t in delays), "ms")
print("  flip angles", ", ".join(f"{b:.0f}" for b in flips), "degrees")
print(f"  acquisition: {len(exp_model.detectors)} points, dwell 0.5 ms")
print(f"  unwanted pathways in assumed set: {len(q_box)}")
print(f"  chain lower bound: {bound} scans")
print(f"  shortest cogwheel: {N_cog} scans")
print(f"  shortest nested: {N_nest} scans, counters {counters}")
print(f"  nested/cogwheel length ratio: {N_nest / N_cog:.2f}")
print(f"  winding differences w: {w.tolist()}")
print(f"  pulse windings nu: {nu.tolist()}, receiver {nu_receiver}")
print(f"  phase unit 360/N: {360 / N_cog:.3f} degrees; phases in this unit:")
for name, winding in zip(("pulse 1", "pulse 2", "pulse 3", "pulse 4",
                          "receiver"), list(nu) + [nu_receiver]):
    print(f"    {name}:", *[int(m * winding % N_cog) for m in range(N_cog)])
print(f"  rms wanted signal: {rms(target_signal):.5f}")
print(f"  rms signal of one uncycled scan: {rms(single_scan):.5f}")
print(f"  rms unwanted part of that scan:"
      f" {rms(single_scan - target_signal):.5f}")
print(f"  rms signal after cogwheel cycle: {rms(cog_signal):.5f}")
print(f"  largest cogwheel error: {np.abs(cog_signal - target_signal).max():.1e}")
print(f"  largest nested error: {np.abs(nested_signal - target_signal).max():.1e}")
print(f"  arbitrary cycles tested: {random_cycles},"
      f" largest error {largest_error:.1e}")
print(f"  unwanted pathways allowed by the dynamics: {len(q_live)}")
print(f"  shortest cogwheel for these: {N_live} scans, w {w_live.tolist()}")
print(f"  least rms leakage with {N_live - 1} scans: {least_leak:.5f}")
print(f"  the same relative to the wanted signal:"
      f" {least_leak / rms(target_signal):.4f}")
print("PASS")
```

Running it gives:

```
Alternating +1,-1,... pathway, orders -1..1 in each interval
  intervals 1: cogwheel 3 scans, nested 3 scans, counters (1, 3)
  intervals 2: cogwheel 5 scans, nested 5 scans, counters (1, 5, 1)
  intervals 3: cogwheel 7 scans, nested 15 scans, counters (1, 3, 5, 1)
  intervals 4: cogwheel 9 scans, nested 25 scans, counters (1, 5, 1, 5, 1)
  intervals 5: cogwheel 11 scans, nested 75 scans, counters (1, 3, 5, 1, 5, 1)
  largest orders (1, 2, 1), wanted (1, -2, 1): cogwheel 9 scans
  largest orders (2, 2), wanted (2, 2): cogwheel 9 scans
  largest orders (3, 1), wanted (-3, 1): cogwheel 9 scans
Central pathway 0,0,..., orders -1..1 in each interval
  intervals 1: cogwheel 2 scans, nested 2 scans
  intervals 2: cogwheel 4 scans, nested 4 scans
  intervals 3: cogwheel 8 scans, nested 8 scans
Double-quantum example, wanted pathway 0,+1,-1,+2,-1
  offsets 300 and -500 Hz, J 50 Hz
  delays 4.5, 4.5, 1.3 ms
  flip angles 81, 162, 81, 81 degrees
  acquisition: 64 points, dwell 0.5 ms
  unwanted pathways in assumed set: 74
  chain lower bound: 10 scans
  shortest cogwheel: 16 scans
  shortest nested: 42 scans, counters (3, 2, 7, 1)
  nested/cogwheel length ratio: 2.62
  winding differences w: [2, 7, 2]
  pulse windings nu: [0, 2, 9, 11], receiver 10
  phase unit 360/N: 22.500 degrees; phases in this unit:
    pulse 1: 0 0 0 0 0 0 0 0 0 0 0 0 0 0 0 0
    pulse 2: 0 2 4 6 8 10 12 14 0 2 4 6 8 10 12 14
    pulse 3: 0 9 2 11 4 13 6 15 8 1 10 3 12 5 14 7
    pulse 4: 0 11 6 1 12 7 2 13 8 3 14 9 4 15 10 5
    receiver: 0 10 4 14 8 2 12 6 0 10 4 14 8 2 12 6
  rms wanted signal: 0.08422
  rms signal of one uncycled scan: 0.09627
  rms unwanted part of that scan: 0.14844
  rms signal after cogwheel cycle: 0.08422
  largest cogwheel error: 1.5e-15
  largest nested error: 1.3e-16
  arbitrary cycles tested: 12, largest error 2.4e-15
  unwanted pathways allowed by the dynamics: 62
  shortest cogwheel for these: 14 scans, w [1, 13, 2]
  least rms leakage with 13 scans: 0.00319
  the same relative to the wanted signal: 0.0379
PASS
```
